\section*{Lunar Day-Night Surface Temperatures by Implicit Conduction and Newton Iteration}

\section{When may a night temperature be accepted?}

An engineer who sizes a heater for a package on the lunar surface must decide when a computed night temperature can be used. A heat-conduction run can be stopped after any lunar day, and its energy budget may look balanced while its temperatures are still wrong. Two questions have to be separated: has the solution become periodic, and is the periodic solution accurate? Energy closure bears on the first. The second needs an error estimate of its own.

Take a flat equatorial surface with constant conductivity $k$, density $\rho$ and specific heat $c$. Depth $z$ points downward, $t=0$ is local noon, and $P$ is the lunar day. Then
\begin{equation}
\rho c\,\partial_t T=k\,\partial_z^2T .
\end{equation}
The downward heat flux is $-k\,\partial_zT$. Absorbed sunlight $a$ either leaves as thermal radiation or enters the ground, so at $z=0$
\begin{equation}
a(t)+k\,\partial_zT=\varepsilon\sigma T^4,\qquad
a=(1-A)S\max\!\left(0,\cos\frac{2\pi t}{P}\right).
\label{surface}
\end{equation}
Here $A$ is albedo, $S$ solar flux, $\varepsilon$ emissivity and $\sigma$ the Stefan--Boltzmann constant. Radiation from the sky is neglected. An internal heat flow $Q>0$ enters from below, so $k\,\partial_zT=Q$ at the bottom, $z=L$.

The depth required follows from a wave $e^{i\omega t-qz}$. Substitution gives $i\omega=\kappa q^2$ with $\kappa=k/(\rho c)$. The decaying root is $q=(1+i)\sqrt{\omega/(2\kappa)}$. For $\omega=2\pi/P$ its real part is $1/\delta$, where
\begin{equation}
\delta=\sqrt{\frac{\kappa P}{\pi}} .
\end{equation}
The flux into the ground is $kq=\Gamma\sqrt{i\omega}$ times the surface amplitude, with thermal inertia $\Gamma=\sqrt{k\rho c}$. A bottom at $L=8\delta$ sees the fundamental wave reduced by $e^{-8}\approx3\times10^{-4}$.

\section{A conservative implicit step}

Place nodes at $z_0=0,\ldots,z_N=L$ with spacings $h_i=z_{i+1}-z_i$. Each interior node owns half of both neighbouring intervals; each end node owns half of one. Let $C_i$ be $\rho c$ times the width owned, and let $\lambda_i=k/h_i$. With all temperatures on the right taken at the new time, backward Euler gives
\begin{align}
C_0\frac{T_0-T_0^{\rm old}}{\Delta t}&=a-\varepsilon\sigma T_0^4+\lambda_0(T_1-T_0),\nonumber\\
C_i\frac{T_i-T_i^{\rm old}}{\Delta t}&=\lambda_{i-1}(T_{i-1}-T_i)+\lambda_i(T_{i+1}-T_i),\label{cells}\\
C_N\frac{T_N-T_N^{\rm old}}{\Delta t}&=\lambda_{N-1}(T_{N-1}-T_N)+Q.\nonumber
\end{align}
Collect the conduction terms in a symmetric matrix $K$, let $C$ be the diagonal matrix of the $C_i$, and put $B=C/\Delta t+K$. With $e_0,e_N$ the unit vectors of the end nodes,
\begin{equation}
BT=\frac{C}{\Delta t}T^{\rm old}+e_0(a-\varepsilon\sigma T_0^4)+e_NQ .
\label{matrix}
\end{equation}

The nonlinearity sits in one entry. Define $u=B^{-1}e_0$, $g=u_0$, and let $q$ solve (\ref{matrix}) with emission omitted. By linearity $T=q-u\,\varepsilon\sigma x^4$, where $x=T_0$. The surface row reads
\begin{equation}
f(x)=x+\beta x^4-q_0=0,\qquad \beta=g\varepsilon\sigma .
\label{quartic}
\end{equation}
A step therefore costs one tridiagonal solve for $q$ and a scalar iteration; $u$ is found once.

Signs matter in what follows. Write $B=D-O$, with $D$ its diagonal and $O\ge0$. Each row sum of $D^{-1}O$ is below one because $C_i>0$. Hence $B^{-1}=\sum_m(D^{-1}O)^mD^{-1}$ converges. All its entries are positive, since powers of $O$ connect every pair of nodes. For positive old temperatures it follows that $q_0>0$.

\section{Newton's method from above}

For $x>0$, $f'=1+4\beta x^3>0$ and $f''=12\beta x^2>0$, so there is one positive root $r$. Both $q_0$ and $(q_0/\beta)^{1/4}$ make $f$ positive and thus lie above $r$. Start from the smaller and iterate
\begin{equation}
x_{m+1}=x_m-\frac{x_m+\beta x_m^4-q_0}{1+4\beta x_m^3}.
\end{equation}
A tangent to a convex function lies below it, so its zero cannot lie below $r$. Since $f(x_m)\ge0$, the step is downward. The iterates decrease to a limit, where the step vanishes and hence $f=0$.

Taylor's theorem about $x_m$ gives, for some $\xi$ between $r$ and $x_m$,
\begin{equation}
0=f(x_m)-f'(x_m)(x_m-r)+\tfrac12f''(\xi)(x_m-r)^2 .
\end{equation}
Dividing by $f'(x_m)$ and using $\xi\le x_m$,
\begin{equation}
x_{m+1}-r=\frac{f''(\xi)}{2f'(x_m)}(x_m-r)^2
\le\frac{6\beta x_m^2}{1+4\beta x_m^3}(x_m-r)^2
<\frac{3}{2x_m}(x_m-r)^2 .
\label{newtonerror}
\end{equation}

The other nodes stay positive too. Eliminating the emission gives
\begin{equation}
T=\left(q-\frac{u}{g}q_0\right)+\frac{u}{g}x(q_0).
\label{split}
\end{equation}
The bracket has surface value zero and satisfies the remaining rows of (\ref{matrix}). It is the response with the surface held at zero, and is non-negative by the same matrix argument. The last term is positive.

\section{What energy closure establishes}

Add the equations (\ref{cells}). Each internal flux appears twice with opposite signs and cancels. Summing over the $M$ steps of a day leaves
\begin{equation}
\Delta t\sum_{n=1}^{M}\left(a_n+Q-\varepsilon\sigma x_n^4\right)
=\sum_i C_i\left(T_i^{\rm end}-T_i^{\rm start}\right).
\label{energy}
\end{equation}
This holds for every simulated day, periodic or not. If the profile repeats, the right side vanishes and
\begin{equation}
\overline{\varepsilon\sigma x^4}=\overline a+Q .
\label{closure}
\end{equation}
The converse fails: zero net flux says that the total heat content returned, not that each temperature did. Periodicity must be judged from the whole profile. Nor does (\ref{closure}) limit the time-step error, because (\ref{energy}) holds for any $\Delta t$.

Averaging the last of (\ref{cells}) over a periodic day gives $\lambda_{N-1}(\overline T_N-\overline T_{N-1})=Q$. The next row up then carries the same flux, and so on to the surface:
\begin{equation}
\overline T(z_i)=\overline{T_0}+Qz_i/k .
\label{mean}
\end{equation}
This result needs constant $k$. If $k$ depends on temperature, the mean flux is no longer $k$ times the mean gradient.

\section{Solving for the periodic day}

Let $G(T)$ be the profile one day after an initial profile $T$. Repeated application of $G$ is slow. Deep errors decay approximately as $\sin(\pi z/2L)$, with the surface held by radiation and the bottom insulated. This mode decays at rate $\kappa\pi^2/(4L^2)$. With $L=8\delta$ and $\kappa P=\pi\delta^2$, its factor per day is
\begin{equation}
\exp\left(-\frac{\pi^2\kappa P}{4L^2}\right)=\exp\left(-\frac{\pi^3}{256}\right)=0.886 .
\end{equation}

Newton's method applied to $T-G(T)=0$ avoids the wait. Differentiating one time step, with $\eta=4\varepsilon\sigma x^3$, gives
\begin{equation}
(B+\eta e_0e_0^{\mathsf T})\,dT=\frac{C}{\Delta t}\,dT^{\rm old}.
\end{equation}
The Jacobian $J$ of $G$ is the ordered product of these step matrices. The matrix on the left has a positive inverse, as $B$ has. Let $\mathbf1$ be the vector of ones. Since $K\mathbf1=0$,
\begin{equation}
(B+\eta e_0e_0^{\mathsf T})^{-1}\frac{C}{\Delta t}\mathbf1
=\mathbf1-\eta(B+\eta e_0e_0^{\mathsf T})^{-1}e_0<\mathbf1 .
\end{equation}
Every step matrix is non-negative with row sums below one, and so is $J$. Thus $(I-J)^{-1}=\sum_mJ^m\ge0$. The update is
\begin{equation}
T^{(m+1)}=T^{(m)}+(I-J_m)^{-1}\left[G(T^{(m)})-T^{(m)}\right].
\label{cycle}
\end{equation}

Its convergence rests on concavity. From (\ref{quartic}), $dx/dq_0=1/(1+4\beta x^3)$ is positive and falls as $x$ rises, so $x(q_0)$ is increasing and concave. Equation (\ref{split}) combines it with increasing affine functions using non-negative weights. Composing such steps preserves both properties, so each component of $G$ is increasing and concave. For a periodic profile $T^*$, the tangent inequality is
\begin{equation}
T^*=G(T^*)\le G(T^{(m)})+J_m(T^*-T^{(m)}).
\end{equation}
Moving $J_mT^*$ to the left and using (\ref{cycle}) gives $(I-J_m)T^*\le(I-J_m)T^{(m+1)}$. Multiplication by the non-negative inverse yields $T^*\le T^{(m+1)}$. The same inequality with $T^{(m+1)}$ in place of $T^*$ shows $G(T^{(m+1)})\le T^{(m+1)}$, so the next update is downward. After the first update the profiles decrease, bounded below by $T^*$. At their limit the residual vanishes because $I-J_m$ stays bounded.

Two periodic profiles would each have to lie above the other, by starting (\ref{cycle}) from either, so there is at most one. To see that one exists, take $V_i=V_0+Qz_i/k$ with $\varepsilon\sigma V_0^4=\max a+Q$. It is steady under constant maximum sunlight; the real, weaker sunlight gives $G(V)\le V$. Repeated days from $V$ descend, remain non-negative, and converge to a periodic profile.

\section{Time-step error and an independent reference}

For a smooth harmonic, backward Euler replaces $i\omega$ by $(1-e^{-i\omega\Delta t})/\Delta t=i\omega(1-i\omega\Delta t/2+\cdots)$. With space treated exactly, the ground flux multiplier becomes
\begin{equation}
\Gamma\sqrt{i\omega}\left(1-\frac{i\omega\Delta t}{4}+\cdots\right).
\end{equation}
If $\phi$ is the true ground flux, the computed one is $\phi-(\Delta t/4)\dot\phi$ to first order. The surface error $e$ then obeys
\begin{equation}
4\varepsilon\sigma T_0^3e+\mathcal H e=\frac{\Delta t}{4}\dot\phi ,
\end{equation}
where $\mathcal H$ turns a surface temperature history into ground flux. Error is driven where ground flux changes quickly. At $\omega=0$ the replacement is exact, so even a coarse step closes the budget for the sunlight values it is given. At sunrise and sunset the slope of $a$ jumps, and the smooth expansion is not valid there.

An independent calculation needs no depth grid. The Laplace transform of a unit surface step is $1/s$, so its ground flux is $\Gamma s^{-1/2}$, or $\Gamma/\sqrt{\pi t}$ in time. Superposing temperature changes gives
\begin{equation}
(\mathcal H T_0)(t)=\frac{\Gamma}{\sqrt\pi}\int_{-\infty}^{t}\frac{\dot T_0(s)}{\sqrt{t-s}}\,ds .
\end{equation}
Let $T_0$ be linear between $M$ equally spaced times. An interval from $j\Delta t$ to $(j+1)\Delta t$ in the past contributes its slope times $2[\sqrt{(j+1)\Delta t}-\sqrt{j\Delta t}]$. Earlier days add $mP$ under both roots. Their sum gives the weight
\begin{equation}
w_j=\frac{2\Gamma\sqrt P}{\sqrt\pi\,\Delta t}
\left[\zeta\!\left(-\tfrac12,\tfrac{j+1}{M}\right)-\zeta\!\left(-\tfrac12,\tfrac jM\right)\right]
\end{equation}
for the temperature change over that interval. The Hurwitz function $\zeta(-\frac12,b)$ continues $\sum_m(m+b)^{1/2}$. The divergent part it discards is the same for every $j$, and multiplies the net temperature change over a day, which is zero. Newton's method then solves $\varepsilon\sigma T_0^4+\mathcal HT_0=a+Q$ at all times together.

\section{A worked lunar day}

Take rough round values: $P=29.5$ d, $S=1360$ W/m$^2$, $A=0.10$, $\varepsilon=0.95$, $k=0.0020$ W/(m K), $\rho=1500$ kg/m$^3$, $c=600$ J/(kg K) and $Q=0.020$ W/m$^2$. Then $\delta=0.0425$ m and $\Gamma=42.4$ J m$^{-2}$ K$^{-1}$ s$^{-1/2}$. The grid has 63 nodes, with spacing growing by 5\% per interval from 0.87 mm, and the day has 1440 steps of 1770 s.

One surface solve shows the arithmetic. From a uniform 250 K, the first step after noon absorbs 1223.99 W/m$^2$, and the matrix gives $g=0.96711$ K m$^2$/W. Hence
\begin{equation}
q_0=250+0.96711\times1223.99=1433.73\ {\rm K}.
\end{equation}
With $\beta=5.210\times10^{-8}$ K$^{-3}$, the start is $(q_0/\beta)^{1/4}=407.30$ K. There $\beta x^4=q_0$, so the correction is $407.30/(1+4\times1433.73/407.30)=27.01$ K. The iterates are 407.30, 380.29, 377.39 and 377.36 K. The first two errors are 29.94 and 2.93 K; bound (\ref{newtonerror}) allows 3.30 K for the second.

Starting from 250 K, three updates (\ref{cycle}) reach the periodic profile, with a last change below $10^{-7}$ K. The surface is at 387.6 K at noon, 98.9 K at midnight and 90.2 K at sunrise, its minimum. The heat-memory calculation, with 1440 points, agrees within about 0.01 K at these three times.

Without conduction, noon would be at $(1224/\varepsilon\sigma)^{1/4}=388.25$ K. The ground takes 7.84 W/m$^2$, and dividing by $4\varepsilon\sigma T^3=12.6$ W/(m$^2$ K) gives the 0.62 K reduction. At midnight the ground supplies the whole emission, 5.15 W/m$^2$. Night emission is 0.83\% of the daily total, so a small error in the daily budget can be a large error at night.

Mean absorption is 389.611 W/m$^2$ and mean emission 389.631 W/m$^2$; their difference is $Q$. The remaining imbalance is of order $10^{-12}$ W/m$^2$. The mean surface temperature is 217.7 K, while the temperature that would emit the mean flux is 291.6 K. The gap follows from the convexity of $T^4$. Equation (\ref{mean}) adds $0.020\times0.3397/0.0020=3.4$ K at the bottom.

\section{Reading the errors}

Plain marching from 250 K, here with 240 steps per day, has imbalances of $+0.310$, $-0.113$ and $-0.0010$ W/m$^2$ on days 1, 10 and 50. A small imbalance on one day is weak evidence of periodicity: on day 10 it is only 0.03\% of the mean absorbed sunlight, yet the temperature profile is still wrong by about 12 K at the bottom, and the surface by 0.5 K at midnight and 0.6 K at sunrise. The largest eigenvalue of $J$ is 0.8885, close to the estimate 0.886. Over 40 days it predicts a reduction by $0.8885^{40}=0.0088$, as found between days 10 and 50. One decimal digit costs about 19 days.

Against the heat-memory solution, the root-mean-square error over the day is 0.05 K with 1440 steps and 0.12 K with 720. This is roughly first order. The reference is itself discretized in time, which leaves these averages uncertain by about 0.03 K, so their ratio is not a clean measure of order. Against a reference converged in time they are 0.07 K and 0.14 K, a ratio close to two. With 24 steps the error is 2.5 K, against 0.04 K for the fine solution at the same 24 times. Nearly all of the 2.5 K comes from sunset, where the 24-step surface is about 12 K too cold; at noon, midnight and sunrise the 24-step error is below 0.2 K. The 24-step imbalance is also of order $10^{-12}$ W/m$^2$, although the 24 sampled values of sunlight average 2.2 W/m$^2$ less than the true mean. Closure does not reveal that sampling error. Halving the depth spacing at 240 steps moves the three quoted temperatures by less than 0.01 K.

Under plain marching, a small change from one day to the next is not yet a small error. Once the slowest mode dominates, here after about eight days, the error shrinks by a factor of 0.8885 per day, and the error left is $0.8885/(1-0.8885)\approx8$ times the last daily change. This multiple belongs to $L=8\delta$. At $L=16\delta$ the factor per day is 0.9705 and the multiple is about 33. The model depth needs a test too: a bottom at $2\delta$ also closes the budget, yet at 240 steps it moves the midnight temperature by about 1.5 K.

The acceptance rule for this model is therefore to require a profile that repeats by this stricter measure, with the multiple that belongs to the depth in use, and to confirm (\ref{closure}). Then double the depth $L$, halve the time step and halve the depth spacing, each separately, until each change moves the night temperature by much less than the design margin. For a first-order error, halving the step removes half of it, so the error left is about as large as the last move. This holds only once the step is fine enough, here from about 240 steps per day. At coarser steps errors of opposite sign can cancel: going from 48 to 96 steps moves midnight by 0.014 K while 0.11 K of error remains. One small move is therefore not enough; halve twice and check that the second move is about half the first.

\section{Limits and the real surface}

As $\Gamma\to0$ with $Q$ fixed, the night surface tends to $(Q/\varepsilon\sigma)^{1/4}=24.7$ K. As $\Gamma\to\infty$ the swing disappears and the surface tends to 291.6 K. Between these limits, suppose that daytime temperatures are fixed by sunlight and that the night temperature is small beside the day-night drop. The history integral is then nearly fixed, night flux is proportional to $\Gamma$, and $T_{\rm night}\propto\Gamma^{1/4}$. Doubling $k$ multiplies $\Gamma$ by $\sqrt2$ and predicts a midnight rise of $98.9(2^{1/8}-1)=9.0$ K. The full solution gives 8.2 K.

The real equatorial Moon has noon temperatures near 390 K and night temperatures near 100 K, as rough figures. The chosen $k$ and $\rho$ are averages: the top few centimetres are looser and conduct less than the soil below. To size this, $k$ was changed to $0.0035-0.0027e^{-z/0.06\,{\rm m}}$ W/(m K) and $\rho$ to $1800-700e^{-z/0.06\,{\rm m}}$ kg/m$^3$. Separately, $k$ was multiplied by $1+2.7(T/350\,{\rm K})^3$, normalized to one at 250 K, for radiation between grains, and $c$ by $0.25+0.75\,T/(250\,{\rm K})$. These laws are rough illustrations. Each case was marched for 40 days at 240 steps per day. Marching on to 90 days moves the radiative and combined shifts by up to about 0.03 K. Using 480 steps, a finer grid and the conductivity at the end of each step moves them by up to 0.09 K. These two rows are therefore uncertain by 0.1 to 0.15 K. Fully periodic solutions in conservative form give $-0.65$ and $-0.3$ K for radiative conductivity and $-6.8$ and $-4.4$ K for the three together. Three further changes to the sunlight were solved with (\ref{cycle}). Shifts from the constant-property solution at the same step are, in kelvin:

\begin{center}
\begin{tabular}{lrr}
Change & Midnight & Sunrise\\
Layering & $-5.5$ & $-3.1$\\
Heat capacity & $-2.0$ & $-2.4$\\
Radiative conductivity & $-0.8$ & $-0.4$\\
These three together & $-6.9$ & $-4.5$\\
Earthshine, 0.1 W/m$^2$ absorbed & $+0.4$ & $+0.5$\\
Sunlight up 3.4\% & $+0.3$ & $+0.2$\\
Albedo raised at grazing Sun & $-0.4$ & $-0.3$
\end{tabular}
\end{center}

The albedo increase was $0.2(1-\mu)^2$, with $\mu$ the cosine of the solar angle from the vertical. The stronger sunlight, a rough allowance for changing solar distance, raises noon by 3.3 K. The combined property shift is not the sum of its parts, because the effects interact. At midnight and at sunrise it is several hundred times the error of the fine-step solution, which is about 0.01 K at both times. Its sign is not a property of the real soil: it depends on normalizing the radiative factor at 250 K, which lowers the conductivity at night. With the same laws and the factor left unnormalized, the combined shifts are $+3.2$ K at midnight and $+5.1$ K at sunrise, giving 102 K and 95 K. The table shows the size of the sensitivity, not a correction to apply. In this example, then, the soil data matter far more than the solver. Rocks, slopes and shadows lie outside this one-dimensional model and need their own allowance.
